# Antisymmetric Superexchange and the Hidden Triplet of a Half-Filled Hubbard Bond

## 1. What symmetry allows

Consider two sites, each with one Kramers doublet, sharing two electrons. Let $c_i=(c_{i\uparrow},c_{i\downarrow})^T$. The hopping from site 2 to site 1 is $-c_1^\dagger A c_2$, where $A=a_0+\mathbf a\cdot\boldsymbol\sigma$ is a $2\times2$ matrix. Time reversal conjugates numbers and reverses $\boldsymbol\sigma$, so invariance requires $a_0=a_0^*$ and $\mathbf a=-\mathbf a^*$. Hence

$$A=t+i\lambda\,\mathbf n\cdot\boldsymbol\sigma,\qquad t,\lambda\ \text{real},\quad |\mathbf n|=1 .$$

With one electron per site, the low-energy Hamiltonian acts on two spins one-half. Time reversal forbids terms linear in a single spin. A common spin rotation about $\mathbf n$ leaves $A$ unchanged, and the bilinear forms with this symmetry are $\mathbf S_1\cdot\mathbf S_2$, $\mathbf n\cdot(\mathbf S_1\times\mathbf S_2)$ and $(\mathbf n\cdot\mathbf S_1)(\mathbf n\cdot\mathbf S_2)$.

The reverse hop carries $A^\dagger=t-i\lambda\,\mathbf n\cdot\boldsymbol\sigma$, so exchanging the site labels is the same as $\lambda\to-\lambda$. The cross product is odd under this exchange and the other two forms are even. At second order each coefficient is quadratic in $(t,\lambda)$ and is divided by the charge energy $U$. The antisymmetric coefficient must therefore be proportional to $t\lambda/U$. The symmetric anisotropy, which vanishes at $\lambda=0$, must be proportional to $\lambda^2/U$. What remains is to find the factors and signs.

## 2. Model and result

The Hamiltonian is

$$H=-\left[c_1^\dagger(t+i\lambda\,\mathbf n\cdot\boldsymbol\sigma)c_2+\text{h.c.}\right]+U\sum_{i}n_{i\uparrow}n_{i\downarrow},\qquad U>0 .$$

Here $U$ is the cost of moving one electron onto the other site, net of any intersite repulsion. Spins are dimensionless, $\mathbf S_i=\tfrac12c_i^\dagger\boldsymbol\sigma c_i$. Define $\tilde t=\sqrt{t^2+\lambda^2}$ and let $\phi$ be the angle with $\cos\phi=t/\tilde t$, $\sin\phi=\lambda/\tilde t$. For $\tilde t\ll U$ the result is

$$H_{\rm eff}=J_0\,\mathbf S_1\cdot\mathbf S_2+\mathbf D\cdot(\mathbf S_1\times\mathbf S_2)+\Gamma(\mathbf n\cdot\mathbf S_1)(\mathbf n\cdot\mathbf S_2)-\frac J4,$$

$$J_0=\frac{4(t^2-\lambda^2)}U,\quad \mathbf D=\frac{8t\lambda}{U}\mathbf n,\quad \Gamma=\frac{8\lambda^2}{U},\quad J=\frac{4\tilde t^{\,2}}U .$$

Together the terms equal $J(\mathbf S_1\cdot\mathbf S_2'-\tfrac14)$, where $\mathbf S_2'$ is $\mathbf S_2$ rotated by $-2\phi$ about $\mathbf n$. The levels are a singlet at $-J$ and a threefold triplet at zero. The triplet belongs to $\mathbf S_1+\mathbf S_2'$, not to the laboratory spin $\mathbf S_1+\mathbf S_2$. The symmetric term restores the degeneracy in this sense: it cancels a splitting that appears when $J_0$ and $\mathbf D$ are kept without $\Gamma$.

## 3. Derivation

**Removing the spin dependence.** Since $(\mathbf n\cdot\boldsymbol\sigma)^2=1$,

$$A=\tilde t(\cos\phi+i\sin\phi\,\mathbf n\cdot\boldsymbol\sigma)=\tilde tW,\qquad W=e^{i\phi\,\mathbf n\cdot\boldsymbol\sigma}.$$

$W$ is unitary, so $d_2=Wc_2$ is again a pair of fermion operators. The hopping becomes

$$T=-\tilde t\sum_s\left(c_{1s}^\dagger d_{2s}+d_{2s}^\dagger c_{1s}\right).$$

The repulsion keeps its form: $n_\uparrow n_\downarrow=n(n-1)/2$ depends on the total occupation alone, and $d_2^\dagger d_2=c_2^\dagger c_2$.

**Second-order energies.** Let $P$ project on singly occupied sites. These states have energy zero before hopping, and one hop leads to a state at energy $U$. Second-order perturbation theory gives

$$H_{\rm eff}=-\frac1U\,P\,T^2P .$$

In the rotated basis, two parallel spins cannot hop because the target orbital is filled. This covers two of the three triplet members. $T$ conserves the rotated total spin, and a doubly occupied orbital is a spin singlet, so the third member does not hop either. For the singlet

$$|s'\rangle=\frac1{\sqrt2}\left(c_{1\uparrow}^\dagger d_{2\downarrow}^\dagger-c_{1\downarrow}^\dagger d_{2\uparrow}^\dagger\right)|0\rangle$$

define $|20\rangle=c_{1\uparrow}^\dagger c_{1\downarrow}^\dagger|0\rangle$ and $|02\rangle=d_{2\uparrow}^\dagger d_{2\downarrow}^\dagger|0\rangle$. Moving the electron on site 2 in the first term gives

$$c_{1\downarrow}^\dagger d_{2\downarrow}c_{1\uparrow}^\dagger d_{2\downarrow}^\dagger|0\rangle=-c_{1\downarrow}^\dagger c_{1\uparrow}^\dagger|0\rangle=|20\rangle .$$

The same move on $c_{1\downarrow}^\dagger d_{2\uparrow}^\dagger|0\rangle$ gives $-|20\rangle$, and the minus sign in the singlet makes the two contributions add. The reverse hops add in the same way to $|02\rangle$. Thus

$$T|s'\rangle=-\sqrt2\,\tilde t\,(|20\rangle+|02\rangle)=-2\tilde t\,|b\rangle,\qquad |b\rangle=\frac{|20\rangle+|02\rangle}{\sqrt2}.$$

The singlet energy is $-(2\tilde t)^2/U=-J$. Because $\mathbf S_1\cdot\mathbf S_2'$ equals $-\tfrac34$ in the singlet and $\tfrac14$ in the triplet, $|s'\rangle\langle s'|=\tfrac14-\mathbf S_1\cdot\mathbf S_2'$, and

$$H_{\rm eff}=-J|s'\rangle\langle s'|=J\left(\mathbf S_1\cdot\mathbf S_2'-\tfrac14\right).$$

**Returning to laboratory spins.** By definition $\mathbf S_2'=\tfrac12c_2^\dagger W^\dagger\boldsymbol\sigma Wc_2$. Let $\mathbf f(\phi)=W^\dagger\boldsymbol\sigma W$. Differentiation gives

$$\frac{d\mathbf f}{d\phi}=-iW^\dagger[\mathbf n\cdot\boldsymbol\sigma,\boldsymbol\sigma]W .$$

The Pauli algebra gives $[\mathbf n\cdot\boldsymbol\sigma,\boldsymbol\sigma]=-2i\,\mathbf n\times\boldsymbol\sigma$. Therefore $d\mathbf f/d\phi=-2\,\mathbf n\times\mathbf f$, a rotation through $-2\phi$ starting from $\mathbf f(0)=\boldsymbol\sigma$:

$$\mathbf S_2'=\cos2\phi\,\mathbf S_2-\sin2\phi\,\mathbf n\times\mathbf S_2+(1-\cos2\phi)\,\mathbf n(\mathbf n\cdot\mathbf S_2).$$

Take the scalar product with $\mathbf S_1$. Spins on different sites commute, so $\mathbf S_1\cdot(\mathbf n\times\mathbf S_2)=-\mathbf n\cdot(\mathbf S_1\times\mathbf S_2)$, and the antisymmetric term acquires a plus sign:

$$J\mathbf S_1\cdot\mathbf S_2'=J\cos2\phi\,\mathbf S_1\cdot\mathbf S_2+J\sin2\phi\,\mathbf n\cdot(\mathbf S_1\times\mathbf S_2)+J(1-\cos2\phi)(\mathbf n\cdot\mathbf S_1)(\mathbf n\cdot\mathbf S_2).$$

Substituting $\cos2\phi=(t^2-\lambda^2)/\tilde t^{\,2}$, $\sin2\phi=2t\lambda/\tilde t^{\,2}$ and $1-\cos2\phi=2\lambda^2/\tilde t^{\,2}$ gives the constants of Section 2.

Two limits are useful. At $\lambda=0$ this is ordinary antiferromagnetic superexchange. At $t=0$ the antisymmetric term vanishes, $J_0=-J$ and $\Gamma=2J$. The coupling then looks strongly anisotropic, but its spectrum is still that of a Heisenberg bond, with the second spin turned by $180^\circ$.

## 4. How the symmetric term closes the triplet

Choose $z$ along $\mathbf n$ and drop $\Gamma$ and the constant. The parallel states $\uparrow\uparrow$ and $\downarrow\downarrow$ have energy $J_0/4$. For the antiparallel states use

$$\mathbf S_1\cdot\mathbf S_2=S_1^zS_2^z+\tfrac12(S_1^+S_2^-+S_1^-S_2^+),$$

$$\mathbf n\cdot(\mathbf S_1\times\mathbf S_2)=\tfrac i2(S_1^+S_2^--S_1^-S_2^+).$$

In the basis $|\uparrow\downarrow\rangle,|\downarrow\uparrow\rangle$, with $D=\mathbf D\cdot\mathbf n$, the block is

$$\begin{pmatrix}-J_0/4&(J_0+iD)/2\\(J_0-iD)/2&-J_0/4\end{pmatrix}.$$

Since $J_0^2+D^2=J^2$, its eigenvalues are $-J_0/4\pm J/2$. The upper one lies above the parallel pair by

$$\left(-\frac{J_0}4+\frac J2\right)-\frac{J_0}4=\frac{J-J_0}2=\frac\Gamma2=J\sin^2\phi .$$

The $\Gamma$ term adds $\Gamma/4$ to both parallel states and $-\Gamma/4$ to the antiparallel block. Their relative shift is $\Gamma/2$, which closes the gap. All three levels then lie at $J/4$, and the constant $-J/4$ brings them to zero.

The power counting explains why $\Gamma$ cannot be dropped as a smaller correction. $D$ is linear in $\lambda$, but its effect on the triplet splitting is quadratic, $D^2/(4J)=J\sin^2\phi\cos^2\phi$ to leading order. $\Gamma$ is quadratic in $\lambda$ and acts at first order. A calculation that keeps $D$ and discards $\Gamma$ is therefore inconsistent for anisotropy energies, although it gives the leading twist between the spins.

The ground state also shows the difference between the two frames. From $d_2^\dagger=c_2^\dagger W^\dagger$,

$$|s'\rangle=\frac{e^{i\phi}|\uparrow\downarrow\rangle-e^{-i\phi}|\downarrow\uparrow\rangle}{\sqrt2}=\cos\phi\,|s\rangle+i\sin\phi\,|T_0\rangle,$$

where $|s\rangle$ is the laboratory singlet and $|T_0\rangle$ the laboratory triplet state with zero spin projection along $\mathbf n$.

## 5. Larger hopping

Within this Hubbard bond the degeneracy does not rely on small $\tilde t/U$. The rotated triplet cannot hop and stays at zero energy. The singlet couples to $|b\rangle$ through

$$\begin{pmatrix}0&-2\tilde t\\-2\tilde t&U\end{pmatrix},$$

whose lower eigenvalue is $-J_{\rm ex}$, with

$$J_{\rm ex}=\frac{\sqrt{U^2+16\tilde t^{\,2}}-U}{2}=\frac{4\tilde t^{\,2}}U\left(1-\frac{4\tilde t^{\,2}}{U^2}+\cdots\right).$$

After the low-energy singlet is projected on singly occupied sites and normalized, it is again $|s'\rangle$. The effective Hamiltonian is thus $J_{\rm ex}(\mathbf S_1\cdot\mathbf S_2'-\tfrac14)$. An implementation that needs finite-$U$ accuracy for this bond should multiply $J_0$, $\mathbf D$, $\Gamma$ and the constant $-J/4$ by the common factor $J_{\rm ex}/J$. For $t\lambda\neq0$, correcting only one of the three couplings would break the degeneracy.

## 6. Implementation

Given a time-reversal-invariant hopping matrix $A$ in the convention $-c_1^\dagger Ac_2$, extract

$$t=\tfrac12\operatorname{Re}\operatorname{Tr}A,\qquad \lambda n_a=\tfrac12\operatorname{Im}\operatorname{Tr}(\sigma_aA).$$

Then store the coupling as a tensor, $H_{\rm eff}=\sum_{ab}S_1^aK_{ab}S_2^b-J/4$, with

$$K_{ab}=J_0\delta_{ab}+\Gamma n_an_b+\sum_c\epsilon_{abc}D_c .$$

A useful consistency condition is $K^TK=J^2\mathbb 1$ with $\det K=J^3$: the tensor must be $J$ times a proper rotation. Reversing the bond replaces $A$ by $A^\dagger$ and $K$ by $K^T$, so $\mathbf D$ changes sign while $J_0$ and $\Gamma$ do not. Changing the overall sign of $A$ changes nothing, since every constant is quadratic in the hopping.

For classical vectors of length $\tfrac12$, the energy $\mathbf S_1\cdot K\mathbf S_2$ is lowest when $\mathbf S_2$ is antiparallel to $K^T\mathbf S_1$. The minimum is $-J/4$ for every direction of $\mathbf S_1$. If $\mathbf S_1$ is perpendicular to $\mathbf n$, the two spins deviate from antiparallel by $2\phi$, which is a canting of $\phi$ each. Without $\Gamma$, the minimum remains $-J/4$ for $\mathbf S_1\perp\mathbf n$ but rises to $-J_0/4$ for $\mathbf S_1\parallel\mathbf n$ (when $J_0>0$). The truncation thus creates a false easy plane of energy $(J-J_0)/4=\Gamma/4$ per bond.

## 7. Worked example: an iridate bond

Take $t=0.20$ eV, $\lambda=0.04$ eV and $U=2.0$ eV, with $\mathbf n$ normal to the layer. These are rough values in the regime of an Ir–O–Ir bond in $\mathrm{Sr_2IrO_4}$. The "spin" is the spin–orbit doublet of one hole per iridium; the derivation holds unchanged for holes. Then $\tilde t^{\,2}=0.0400+0.0016=0.0416\ \mathrm{eV}^2$ and $\phi=\arctan0.2=11.3^\circ$. The constants are

$$J_0=\frac{4(0.0400-0.0016)}{2.0}\ \text{eV}=76.8\ \text{meV},$$

$$D=\frac{8(0.20)(0.04)}{2.0}\ \text{eV}=32.0\ \text{meV},\qquad \Gamma=\frac{8(0.0016)}{2.0}\ \text{eV}=6.4\ \text{meV},$$

and $J=83.2$ meV. Without $\Gamma$ and the constant, the levels are $-60.8$, $19.2$, $19.2$ and $22.4$ meV. The false triplet splitting is 3.2 meV, or 37 K. Diagonalizing the spin Hamiltonian with all three terms and the constant gives $-83.2$ meV and three levels at zero. The estimate $D^2/(4J)=3.08$ meV is smaller than the splitting by the factor $\cos^2\phi=0.96$, which is also the weight of the laboratory singlet in the ground state. The false classical easy plane is 1.6 meV per bond.

The full Hubbard bond has $J_{\rm ex}=80.0$ meV (928 K), so second order overestimates the gap by 4%. At 300 K the thermal energy is 25.9 meV, and an isolated bond is in its ground state with probability $1/(1+3e^{-80.0/25.9})=0.88$.

## 8. Where the degeneracy fails

**Broken time reversal.** Replace the hopping matrix by $t+\lambda\sigma_z$ with real $\lambda$, so that up and down electrons hop with amplitudes $t+\lambda$ and $t-\lambda$. In the state $|T_0\rangle$ the two hopping paths no longer cancel. They leave an amplitude of magnitude $2\lambda$ into $(|20\rangle-|02\rangle)/\sqrt2$, and the coupling to this doubly occupied state lowers $|T_0\rangle$ by $4\lambda^2/U$ at second order. For the example's numbers the triplet splits by 3.2 meV. Unitarity of $A/\tilde t$, which time reversal supplies, is thus essential.

**Uniform magnetic field.** Add $\mathbf h\cdot(\mathbf S_1+\mathbf S_2)$ with $|\mathbf h|=g\mu_BB$. Within the triplet, $\mathbf S_1$ and $\mathbf S_2'$ each act as half of $\mathbf F=\mathbf S_1+\mathbf S_2'$. Since $\mathbf S_2=R_{\mathbf n}(2\phi)\mathbf S_2'$, a field along $\mathbf n$ acts at full strength. For a perpendicular field, the average of two vectors separated by $2\phi$ has relative length $\cos\phi$. At 10 T with $g=2$ chosen, $h=1.158$ meV, and the first-order span is $2h\cos\phi=2.27$ meV, in agreement with diagonalization. The remaining part of the field is staggered in the rotated frame and mixes the triplet with the singlet.

**Closed loops.** On a lattice, each site can be given its own spin frame. The twists disappear from all bonds if the product of the matrices $W$ around every closed loop is the identity. Suppose every bond from sublattice A to sublattice B has the same $W$. A square loop then gives $WW^\dagger WW^\dagger=1$, and rotating all B spins removes the twist.

A Rashba-type pattern behaves differently, because its axes are perpendicular on successive bonds. With $V=e^{i\phi\sigma_y}$ and $X=e^{-i\phi\sigma_x}$ the loop product is $VXV^\dagger X^\dagger=1+[V,X]V^\dagger X^\dagger$. Here $[V,X]=-2i\sin^2\phi\,\sigma_z$, and the $\sigma_z$ part of $V^\dagger X^\dagger$ is $-i\sin^2\phi\,\sigma_z$. If $\Theta$ is the net spin rotation, half the trace gives

$$\cos\frac\Theta2=1-2\sin^4\phi .$$

For $\phi=11.3^\circ$ this is $\Theta=8.8^\circ$. Diagonalizing four spins on such a loop, with $J=83.2$ meV held fixed, gives a splitting of 0.31 meV in the lowest triplet; the half-filled four-site Hubbard ring with the same $t$, $\lambda$ and $U$ gives 0.32 meV. The staggered loop keeps the Heisenberg spectrum.

This distinction matters for skyrmion models. A nonzero $\mathbf D$ on each bond does not by itself show that the lattice Hamiltonian differs from a Heisenberg model; the loop products must be examined, with $\Gamma$ retained. A net loop rotation rules out removing all twists by local frames, but it does not establish that a skyrmion is stable. That also depends on field, further anisotropies and temperature.

**Other orbitals.** The real iridium site has three $t_{2g}$ orbitals, and its doublet lies below a spin–orbit quartet in the hole picture. A two-site model with two holes in these orbitals sizes the effect. Its spin–orbit constant is 0.40 eV. The orbital-diagonal hopping is 0.30 eV for the $zx$ and $xy$ orbitals and zero for $yz$; the antisymmetric $yz$–$zx$ hopping is 0.06 eV. Projection on the doublet multiplies these hoppings by $2/3$ and reproduces $t=0.20$ eV and $\lambda=0.04$ eV.

Suppose first that Hund's coupling $J_H$ is zero. A hole that hops into the neighbour's quartet must itself return, because the hole already there is in the doublet. Such a process acts on one spin alone, and time reversal makes it a constant. The degeneracy therefore survives at second order. At higher orders it is not exact. At full hopping the spread lies far below the printed 0.001 meV, at about $3\times10^{-6}$ meV. It grows about 15-fold when all hoppings are scaled by 1.4, and it is $3\times10^{-4}$ meV if the $xy$ hopping is halved. The second-order argument does not explain this smallness.

Hund's coupling mixes doublet and quartet in the intermediate pair states, so this argument no longer applies. With $J_H=0.20$ eV, and the repulsion of a doublet pair held at 2.0 eV, the triplet spreads by 1.5 meV around a mean gap of 86 meV. Halving the hopping from 2% to 1% of its full value reduces the spread by a factor of 4.00, as expected for a second-order effect. A tetragonal shift of 0.10 eV on the $xy$ hole level, with the other inputs fixed, changes the spread to 1.8 meV and the mean gap to 79 meV.

## 9. Relation to the real material

In $\mathrm{Sr_2IrO_4}$ the oxygen octahedra are rotated by roughly $11^\circ$ to $12^\circ$ and the moments cant by a similar angle; the chosen $\lambda/t$ corresponds to this regime. The exchange in the material is several tens of meV, so the model's 80 meV is of the right size but not a prediction. The alternating octahedral rotation corresponds to the staggered twist, which can be removed within the nearest-neighbour model. The real site also violates the assumption of a single orbital: in the three-orbital model, the spread from Hund's coupling is of the same order as the false 3.2 meV splitting that $\Gamma$ removes. Its value depends on the inputs. It is 1.5 meV at $J_H=0.20$ eV, but 0.7 meV at 0.10 eV and 2.5 meV at 0.30 eV. It rises from 1.5 to 1.8 meV if the diagonal $yz$ and $zx$ hoppings are set to $-0.012$ and $0.312$ eV, as for rotated octahedra, which leaves the projected $t$ and $\lambda$ unchanged. Anisotropies at the meV scale therefore need the multiorbital calculation, even when $\Gamma$ is included correctly. The estimate still omits oxygen orbitals, $e_g$ orbitals and lattice motion. Metallic ferromagnetic films used for skyrmion devices lie outside this half-filled, insulating model, and its constants should not be transferred to them.

The full set of values is in the numerical output below.

## Computed values

```
Hopping t: 0.20 eV
Spin-dependent hopping lambda: 0.04 eV
Repulsion U: 2.00 eV
Total hopping sqrt(t^2+lambda^2): 0.2040 eV
Angle phi: 11.31 deg
Relative spin rotation 2 phi: 22.62 deg
J, second order: 83.20 meV
J0 (isotropic): 76.80 meV
D (antisymmetric): 32.00 meV
Gamma (symmetric anisotropy): 6.40 meV
Levels with all three terms and constant -J/4: -83.20, 0.00, 0.00, 0.00 meV
Levels of J0 and D terms only, no constant: -60.80, 19.20, 19.20, 22.40 meV
Triplet splitting if Gamma is dropped: 3.20 meV
Same splitting as a temperature: 37.1 K
Estimate D^2/(4J): 3.077 meV
Exact singlet-triplet gap of Hubbard bond: 80.00 meV
Exact gap as a temperature: 928 K
Second-order J over exact gap: 1.040 (ratio)
Laboratory-singlet weight in ground state: 0.9615 (fraction)
Classical canting per spin: 11.31 deg
False classical easy-plane energy without Gamma: 1.60 meV/bond
Triplet splitting, hopping t+lambda sigma_z: 3.20 meV
Field perpendicular to axis: 10.0 T
Zeeman energy g mu_B B, g=2: 1.158 meV
Triplet span in that field: 2.270 meV
Thermal energy at 300 K: 25.85 meV
Ground-state population of isolated bond at 300 K: 0.880 (fraction)
Loop rotation, staggered twist: 0.00 deg
Loop rotation, Rashba-type twist: 8.82 deg
Triplet splitting of Rashba-type loop: 0.307 meV
Three-orbital model: spin-orbit zeta: 0.40 eV
Three-orbital model: Hund coupling: 0.20 eV
Three-orbital model: orbital-diagonal hopping: 0.30 eV
Three-orbital model: yz-zx hopping: 0.06 eV
Three-orbital model: Kanamori U with Hund: 2.267 eV
Projected t: 0.200 eV
Projected lambda: 0.040 eV
No Hund: mean singlet-triplet gap: 84.54 meV
No Hund: triplet spread: 0.000 meV
With Hund: mean singlet-triplet gap: 85.82 meV
With Hund: triplet spread: 1.532 meV
Tetragonal field on xy hole level: 0.10 eV
With Hund and tetragonal field: mean gap: 79.29 meV
With Hund and tetragonal field: triplet spread: 1.817 meV
Hund spread ratio on halving weak hopping: 4.000 (ratio)
Spread without/with Hund at 1% hopping: 0.000000 (ratio)
```
